# A Wigner-Seitz cutoff makes interpolated bands depend on cell choice

Take a chain of identical, equally spaced sites, describe it with a cell holding two of them, and interpolate its two bands from five k-points. The exact bands cross at the zone boundary. If the Fourier sum is cut off with the Wigner-Seitz (WS) cell of the supercell, centred on the cell origin, the interpolated bands do not cross: in the model below they come no closer than 0.135 eV, the value at the zone boundary. If the home copy of the second site is moved one cell further from the first, which changes no physical quantity, the splitting at the zone boundary becomes 0.879 eV. At the zone boundary a band crossing has been replaced by a splitting whose size depends on bookkeeping. The belief that fails is that a cutoff which is symmetric about $\mathbf R=0$, and knows nothing of the orbitals, cannot depend on where the cell is drawn.

**Conventions**

The algebra is in atomic units, the numbers in eV and Å. The functions $w_{n\mathbf R}(\mathbf r)=w_{n\mathbf 0}(\mathbf r-\mathbf R)$ are orthonormal, with $w_{n\mathbf 0}$ centred at $\boldsymbol\tau_n$. Define
$$H_{mn}(\mathbf R)=\langle w_{m\mathbf 0}|H|w_{n\mathbf R}\rangle,\qquad H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),$$
with $\sum_{\mathbf R}|H_{mn}(\mathbf R)|$ finite, so that sums may be rearranged. The two functions in $H_{mn}(\mathbf R)$ are separated by $\mathbf d=\mathbf R+\boldsymbol\tau_n-\boldsymbol\tau_m$.

$H(\mathbf q)$ is known on a uniform grid of $N_q$ points containing $\mathbf q=0$. The lattice vectors $\mathbf T$ with $e^{i\mathbf q\cdot\mathbf T}=1$ for every grid point form the supercell lattice, and the lattice splits into $N_q$ classes $\{\mathbf R+\mathbf T\}$. The sum $N_q^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R'-\mathbf R)}$ equals 1 if $\mathbf R'$ is in the class of $\mathbf R$ and 0 otherwise, so the back transform gives an aliased element,
$$\tilde H(\mathbf R)=\frac1{N_q}\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R}H(\mathbf q)=\sum_{\mathbf T}H(\mathbf R+\mathbf T).\tag{1}$$
It has one value per class, and the data do not say which member of the class should carry it. An interpolation rule makes that choice through weights,
$$H^I_{mn}(\mathbf k)=\sum_{\mathbf R}w_{mn}(\mathbf R)\,e^{i\mathbf k\cdot\mathbf R}\tilde H_{mn}(\mathbf R),\qquad w\ge0,\qquad\sum_{\mathbf T}w_{mn}(\mathbf R+\mathbf T)=1.\tag{2}$$
Let $W(\mathbf x)=1/\nu$ if $\mathbf x$ is one of the $\nu$ shortest vectors in $\{\mathbf x+\mathbf T\}$, and 0 otherwise. The WS rule is $w_{mn}(\mathbf R)=W(\mathbf R)$. Minimal-distance replica selection (MDRS) is $w_{mn}(\mathbf R)=W(\mathbf R+\boldsymbol\tau_n-\boldsymbol\tau_m)=W(\mathbf d)$.

**The counter-example**

The chain has lattice constant $a$, site A at 0, and the home copy of site B at $(s+\frac12)a$ with $s$ an integer. Every $s$ describes the same crystal. The matrix element between sites a distance $d$ apart is $h(d)=-t\,e^{-|d|/\lambda}$, which includes the on-site value $-t$. The parameters are round model values: $a=3$ Å, $\lambda=1.5$ Å, $t=5$ eV, so that $h(a/2)=-1.839$ eV.

Exact bands. The sites form a uniform chain of spacing $a/2$. With $\beta=a/2\lambda$ and $z=e^{-\beta+i\kappa a/2}$, two geometric series give its single band:
$$\varepsilon(\kappa)=-t\Big[1+\frac{z}{1-z}+\frac{z^*}{1-z^*}\Big]=-t\,\frac{1-|z|^2}{|1-z|^2}=-\frac{t\sinh\beta}{\cosh\beta-\cos(\kappa a/2)},$$
where the last step multiplies numerator and denominator by $e^{\beta}/2$. Split $\varepsilon(k)=\sum_j h(ja/2)e^{ikja/2}$ into even and odd $j$, $\varepsilon(k)=E+O$. Both parts are real because $h$ is even. Replacing $k$ by $k+2\pi/a$ multiplies term $j$ by $(-1)^j$, so $\varepsilon(k+2\pi/a)=E-O$. In the two-site cell $H_{AA}=H_{BB}=E$ and $H_{AB}=e^{-ik(s+1/2)a}O$, with eigenvalues $E\pm O$. They coincide when $\cos(ka/2)=\cos(ka/2+\pi)$, that is only at $k=\pi/a=1.047$ Å$^{-1}$, where the energy is $-t\tanh\beta=-3.808$ eV.

Aliasing. For $N$ grid points the supercell has length $L=Na$. For an A-B separation $0<d<L$, the replicas $d+pL$ with $p\ge0$ and with $p<0$ sum separately:
$$\tilde h(d)=-t\,\frac{e^{-d/\lambda}+e^{-(L-d)/\lambda}}{1-e^{-L/\lambda}}=-t\,\frac{\cosh[(L/2-d)/\lambda]}{\sinh(L/2\lambda)},\tag{3}$$
after multiplying above and below by $e^{L/2\lambda}$. The function $\tilde h$ is even and has period $L$. For $N=5$, $L=15$ Å:

| $d$ (Å) | $h$ (eV) | $\tilde h$ (eV) |
|---|---|---|
| 1.5 | −1.83940 | −1.84010 |
| 4.5 | −0.24894 | −0.25351 |
| 7.5 | −0.03369 | −0.06738 |

At $d=L/2$ the aliased value is twice the true one to these digits, because the replicas at $+L/2$ and $-L/2$ are equally near.

The WS splitting. Let $N=2M+1$ be odd, so that $\pi/a$ is not a grid point. The rule keeps $R=ja$ with $|j|\le M$ and weight 1. It treats AA and BB alike, so $H^I_{AA}=H^I_{BB}$ and the splitting is $2|H^I_{AB}|$. At $k=\pi/a$, with $m=j+s$,
$$H^I_{AB}=(-1)^s\sum_{m=s-M}^{s+M}(-1)^m\,\tilde h\big((m+\tfrac12)a\big).$$
The map $m\to-1-m$ reverses $d$, which leaves $\tilde h$ unchanged, and reverses the sign $(-1)^m$. For $0\le s\le M$ the range $s-M\le m\le M-s-1$ is mapped onto itself and cancels in pairs. The terms $m=M+i$ with $-s\le i\le s$ remain. Since $(M+\frac12)a=L/2$, they have $d=L/2+ia$, inside $(0,L)$, and by (3), with $x=a/\lambda$,
$$|H^I_{AB}|=\frac{t}{\sinh(L/2\lambda)}\Big|\sum_{i=-s}^{s}(-1)^i\cosh(ix)\Big|.$$
The identity $2\cosh(x/2)\cosh(ix)=\cosh[(i+\frac12)x]+\cosh[(i-\frac12)x]$ turns $2\cosh(x/2)$ times term $i$ into $c_i-c_{i-1}$, with $c_i=(-1)^i\cosh[(i+\frac12)x]$. The sum telescopes to $c_s-c_{-s-1}=2(-1)^s\cosh[(s+\frac12)x]$, and
$$\Delta_{\rm WS}(s)=\frac{2t\,\cosh[(s+\frac12)a/\lambda]}{\cosh(a/2\lambda)\,\sinh(Na/2\lambda)}.\tag{4}$$
The labellings $s$ and $-1-s$ keep opposite sets of separations $d$. Since $|H^I_{AB}|=|\sum_d\tilde h(d)e^{ikd}|$ and reversing every $d$ conjugates the sum, they give the same bands at every $k$. Equation (4) therefore holds for $|s+\frac12|\le N/2$.

The numbers follow from the table, with $\tilde h(L/2+ia)=\tilde h(L/2-ia)$:

- $s=0$ or $-1$: $2\times0.06738=0.1348$ eV $=0.00495$ hartree;
- $s=1$: $2\,|-0.06738+2\times0.25351|=0.8793$ eV;
- $s=2$: $2\,|-0.06738+2\times0.25351-2\times1.84010|=6.481$ eV.

At $s=2$ the window $|j|\le2$ covers separations from $a/2$ to $9a/2$. The nearest-neighbour bond at $-a/2$ has been dropped and its matrix element placed at $9a/2$. The 6.481 eV is a splitting at $\pi/a$, not a gap. The kept separations are symmetric about $L/2$, so $H^I_{AB}$ is a phase times the real function $\tilde h(L/2)+2\tilde h(3a/2)\cos ka+2\tilde h(a/2)\cos 2ka$. This function changes sign, and the bands cross at the wrong places, one of them near $k=0.763\,\pi/a$.

For $s=0$ the bands are separated at every $k$. The kept separations are the pairs $\pm d$ with $d<L/2$ and the single one $+L/2$:
$$H^I_{AB}(k)=e^{-ika/2}\Big[2\sum_{0<d<L/2}\tilde h(d)\cos kd+\tilde h(L/2)\,e^{ikL/2}\Big].\tag{5}$$
The bracket has imaginary part $\tilde h(L/2)\sin(kL/2)$, which vanishes only for $k=2\pi j/L$. These are the grid points, where the interpolant is exact (part (i) below) and the exact bands are split. On a mesh of 1201 points across the zone the smallest splitting is the 0.1348 eV at $\pi/a$.

MDRS keeps the shortest separations whatever $s$ is, and gives $+L/2$ and $-L/2$ weight $\frac12$ each. This replaces $e^{ikL/2}$ in the bracket of (5) by $\cos(kL/2)$. At $k=\pi/a$ every $d$, including $L/2$, is an odd multiple of $a/2$, every cosine vanishes, and the crossing is exact. The crossing is restored, not the exact bands: on the same mesh the largest deviation from the exact eigenvalues is 0.057 eV for MDRS at every $s$, against 0.111, 0.512 and 3.47 eV for WS at $s=0,1,2$.

At fixed $s$ and large $L/\lambda$, (4) falls as $e^{-Na/2\lambda}$; for $s=0$ and $N=3,5,7,9$ it gives 0.998, 0.135, 0.0182 and 0.0025 eV. The artefact disappears on a converged grid. For even $N$ the point $\pi/a$ lies on the grid and the splitting there is zero under either rule.

A rigid shift of all centres by the same vector changes no $H_{mn}(\mathbf R)$ and no difference $\boldsymbol\tau_n-\boldsymbol\tau_m$, so neither rule notices it. What WS depends on is the choice of home copy for each function. The origin enters when centres are wrapped back into the cell after a shift, since some functions then cross a cell face and others do not.

**The general statement**

(i) Both rules give a Hermitian $H^I(\mathbf k)$ that equals $H(\mathbf q)$ on the grid.

(ii) Under the relabelling $w'_{n\mathbf R}=w_{n,\mathbf R+\mathbf L_n}$ with lattice vectors $\mathbf L_n$, MDRS gives $H'^I=D^\dagger H^ID$ with $D=\mathrm{diag}(e^{-i\mathbf k\cdot\mathbf L_n})$, hence the same bands. No rule with pair-independent weights of finite support obeys this law for general data.

(iii) Let $g=\{S|\mathbf f\}$ be a space-group operation of $H$. Suppose (a) $S$ maps the supercell lattice onto itself, (b) $g$ maps each function onto a combination of functions that share one centre, and (c) the centres used in $W$ have this symmetry, so that ties are recognised. Then the MDRS interpolant obeys the same law $H(S\mathbf k)=U_g(\mathbf k)H(\mathbf k)U_g(\mathbf k)^\dagger$ as the exact matrix, with the same $U_g$, and keeps all symmetry-enforced degeneracies.

(iv) For any weights obeying (2), $|H^I_{mn}-H_{mn}|\le B_{mn}=2\sum_{\mathbf R}[1-w_{mn}(\mathbf R)]\,|H_{mn}(\mathbf R)|$. MDRS minimises $B_{mn}$ if in each class the nearest replica, or every one of them when several are tied, has the largest $|H_{mn}|$.

Proof of (i). On the grid $e^{i\mathbf q\cdot\mathbf R}$ and $\tilde H$ are constant in a class and the weights add to 1. With $\mathbf R_c$ one member of each class, $H^I(\mathbf q)=\sum_c e^{i\mathbf q\cdot\mathbf R_c}\sum_{\mathbf T}H(\mathbf R_c+\mathbf T)=H(\mathbf q)$, using $e^{i\mathbf q\cdot\mathbf T}=1$. For Hermiticity, $H_{mn}(\mathbf R)^*=H_{nm}(-\mathbf R)$ carries over to $\tilde H$ because $\{\mathbf T\}=\{-\mathbf T\}$. For the same reason $W$ is even, and $(m,n,\mathbf R)\to(n,m,-\mathbf R)$ reverses both $\mathbf R$ and $\mathbf d$, so $w_{nm}(-\mathbf R)=w_{mn}(\mathbf R)$. Conjugating (2) and renaming $\mathbf R\to-\mathbf R$ gives $H^I_{mn}(\mathbf k)^*=H^I_{nm}(\mathbf k)$.

Proof of (ii). By translation invariance $H'_{mn}(\mathbf R)=\langle w_{m\mathbf L_m}|H|w_{n,\mathbf R+\mathbf L_n}\rangle=H_{mn}(\mathbf R+\Delta\mathbf L)$ with $\Delta\mathbf L=\mathbf L_n-\mathbf L_m$, and (1) passes this to $\tilde H$. Substituting $\mathbf R\to\mathbf R-\Delta\mathbf L$ in (2),
$$H'^I_{mn}(\mathbf k)=e^{-i\mathbf k\cdot\Delta\mathbf L}\sum_{\mathbf R}w'_{mn}(\mathbf R-\Delta\mathbf L)\,e^{i\mathbf k\cdot\mathbf R}\tilde H_{mn}(\mathbf R).\tag{6}$$
The prefactor is $D_{mm}^*D_{nn}$. For MDRS the new centres are $\boldsymbol\tau_n+\mathbf L_n$, so $w'_{mn}(\mathbf R-\Delta\mathbf L)=W(\mathbf R-\Delta\mathbf L+\boldsymbol\tau_n-\boldsymbol\tau_m+\Delta\mathbf L)=w_{mn}(\mathbf R)$, and the sum is $H^I_{mn}$. For a pair-independent weight, $w'=w$ and the window slides over the data:
$$H'^I_{mn}-(D^\dagger H^ID)_{mn}=e^{-i\mathbf k\cdot\Delta\mathbf L}\sum_{\mathbf R}[w(\mathbf R-\Delta\mathbf L)-w(\mathbf R)]\,e^{i\mathbf k\cdot\mathbf R}\tilde H_{mn}(\mathbf R).$$
This vanishes for all $\mathbf k$ only if each Fourier coefficient vanishes. If $\tilde H_{mn}$ is nonzero in every class, $w$ must have period $\Delta\mathbf L$, and a periodic function of finite support is zero, which contradicts (2). The argument concerns the matrix. The eigenvalues can still agree for a special relabelling, as for $s=0$ and $-1$ in the chain.

Proof of (iii). By (ii), functions whose centres differ by a lattice vector can be relabelled to have equal centres. Condition (b) then reads $g\,w_{n\mathbf R}=\sum_{n'}w_{n',S\mathbf R+\mathbf L_{n'}}V_{n'n}$ with $V$ unitary, and $g\boldsymbol\tau_n=\boldsymbol\tau_{n'}+\mathbf L_{n'}$ whenever $V_{n'n}\ne0$. The vector $\mathbf L_{n'}$ is fixed by $n'$, because all $n$ that feed $n'$ have one centre. Since $g$ is unitary and commutes with $H$, $H_{mn}(\mathbf R)=\sum_{m'n'}V^*_{m'm}H_{m'n'}(\mathbf R')V_{n'n}$ with $\mathbf R'=S\mathbf R+\mathbf L_{n'}-\mathbf L_{m'}$. Multiplying by $V$ on the left and $V^\dagger$ on the right,
$$H_{m'n'}(\mathbf R')=\sum_{mn}V_{m'm}H_{mn}(\mathbf R)V^*_{n'n}.\tag{7}$$
As $\mathbf R$ runs over the lattice so does $\mathbf R'$, and $e^{iS\mathbf k\cdot\mathbf R'}=e^{i\mathbf k\cdot\mathbf R}e^{iS\mathbf k\cdot(\mathbf L_{n'}-\mathbf L_{m'})}$ because $S$ is orthogonal. Summing (7) with this phase gives the exact law, with
$$U_g(\mathbf k)_{m'm}=e^{-iS\mathbf k\cdot\mathbf L_{m'}}V_{m'm}.$$
The interpolant needs two more facts. Summing (7) over $\mathbf R+\mathbf T$ sums the left side over $\mathbf R'+S\mathbf T$, which by (a) is the whole class, so $\tilde H$ obeys (7). For each $m,n$ that contributes, $\mathbf d'=\mathbf R'+\boldsymbol\tau_{n'}-\boldsymbol\tau_{m'}=S\mathbf R+g\boldsymbol\tau_n-g\boldsymbol\tau_m=S\mathbf d$, since $\mathbf f$ cancels in the difference. From $|S\mathbf d+\mathbf T|=|\mathbf d+S^{-1}\mathbf T|$ and (a), $W(S\mathbf d)=W(\mathbf d)$. Hence $w_{m'n'}(\mathbf R')=w_{mn}(\mathbf R)$ in every contributing term, the product $w\tilde H$ obeys (7), and the same summation gives the law for $H^I$.

If $S\mathbf k=\mathbf k+\mathbf G$, then $H^I(S\mathbf k)=H^I(\mathbf k)$, and $H^I(\mathbf k)$ commutes with every $U_g(\mathbf k)$ of the little group. Its eigenspaces are invariant under the same set of matrices as those of $H(\mathbf k)$, so the same irreducible multiplets occur, with the same dimensions. Their energies and order may differ, and accidental degeneracies are not protected. For real $H(\mathbf R)$, real weights give $H^I(-\mathbf k)=H^I(\mathbf k)^*$ under both rules, so time reversal may be added. In the chain $g$ is the translation by $a/2$, which for $s=0$ sends A to B with $L_B=0$ and B to A with $L_A=a$. At $\pi/a$, $U_{AB}=-1$ and $U_{BA}=1$, and $H^I$ is real because $-\pi/a$ is equivalent to $\pi/a$. A real symmetric $2\times2$ matrix that commutes with this quarter turn is a multiple of the unit matrix.

For WS the same argument needs $W(S\mathbf R+\mathbf L_{n'}-\mathbf L_{m'})=W(\mathbf R)$. Condition (a) gives $W(S\mathbf R)=W(\mathbf R)$, so $W$ would again have to be periodic. WS is guaranteed to respect only those operations with all $\mathbf L_{n'}$ equal. When all centres coincide the two rules are identical.

Proof of (iv). Because the weights add to 1 in each class, $H(\mathbf k)=\sum_{\mathbf R}w(\mathbf R)\sum_{\mathbf T}e^{i\mathbf k\cdot(\mathbf R+\mathbf T)}H(\mathbf R+\mathbf T)$ for each element. Subtracting from (2) removes $\mathbf T=0$:
$$H^I-H=\sum_{\mathbf R}w(\mathbf R)\,e^{i\mathbf k\cdot\mathbf R}\sum_{\mathbf T\ne0}H(\mathbf R+\mathbf T)\,(1-e^{i\mathbf k\cdot\mathbf T}).$$
Use $|1-e^{i\phi}|\le2$ and collect terms by $\mathbf R'=\mathbf R+\mathbf T$. The coefficient of $|H(\mathbf R')|$ is $2\sum_{\mathbf T\ne0}w(\mathbf R'-\mathbf T)=2[1-w(\mathbf R')]$, which gives $B$. Minimising $B$ means maximising the weighted mean $\sum_{\mathbf T}w|H|$ in each class, and that puts all weight on the largest elements. For the bands, Weyl's inequality bounds each eigenvalue error by $\|H^I-H\|_2$, and $|\mathbf x^\dagger(H^I-H)\mathbf x|\le\sum_{mn}|x_m|B_{mn}|x_n|$ bounds that by $\|B\|_2$.

Part (iv) ranks bounds, not errors, and it cannot see how a tie is shared. In the chain MDRS omits half of each term at $\pm L/2$, WS with $s=0$ omits the whole term at $-L/2$, and both omit everything farther out:
$$B_{AB}=2t\,e^{-L/2\lambda}\Big[1+\frac{2}{e^{a/\lambda}-1}\Big]=2t\,e^{-L/2\lambda}\coth\frac{a}{2\lambda}=0.0885\ \text{eV}.$$
The actual error of $H^I_{AB}$ at $\pi/a$ is 0.0674 eV for WS and zero for MDRS. The WS band error of 0.111 eV exceeds $B_{AB}$ without contradiction, since $\|B\|_2$ includes the diagonal elements. For directional orbitals $|H_{mn}|$ depends on the angle of $\mathbf d$ and the condition in (iv) can fail, while (ii) and (iii) are unaffected.

**Two dimensions: a displaced crossing**

Take a honeycomb with $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\frac12,\frac{\sqrt3}2)$, A at 0, B at $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$, the same $h(d)$ with $a=2.5$ Å, $\lambda=1$ Å, $t=10$ eV, and a $4\times4$ grid. The point $\mathbf K=(\mathbf b_2-\mathbf b_1)/3$, with $|\mathbf K|=1.676$ Å$^{-1}$, is off the grid. For $\mathbf R=(n_1,n_2)$ the phase is $\omega^{n_2-n_1}$ with $\omega=e^{2\pi i/3}$.

The rotation $S$ by 120° about A has $S\mathbf a_1=\mathbf a_2-\mathbf a_1$ and $S\mathbf a_2=-\mathbf a_1$, so $S\boldsymbol\tau=\boldsymbol\tau-\mathbf a_1$ and $\mathbf L_B=-\mathbf a_1$. From $S^{-1}\mathbf a_1=-\mathbf a_2$ and $S^{-1}\mathbf a_2=\mathbf a_1-\mathbf a_2$, the phases $e^{iS\mathbf K\cdot\mathbf a_i}=e^{i\mathbf K\cdot S^{-1}\mathbf a_i}$ are $\omega^{-1}$ and $\omega^{-2}=\omega$, equal to those of $\mathbf K$, so $S\mathbf K$ is equivalent to $\mathbf K$. Then $U=\mathrm{diag}(1,\omega^{-1})$ forces $H_{AB}=\omega H_{AB}=0$, for the exact matrix and for MDRS. Also $H_{AA}=H_{BB}$ under both rules.

In units of $a^2$, $|\mathbf R|^2=n_1^2+n_1n_2+n_2^2$ and $|\mathbf d|^2=|\mathbf R|^2+n_1+n_2+\frac13$. A vector with squared length below 4 is shorter than half the shortest $\mathbf T$ and is the only minimiser in its class. WS thus keeps the 13 vectors with $|\mathbf R|^2\le3$, and the pairs $\pm(2,0)$, $\pm(0,2)$, $\pm(2,-2)$ at weight $\frac12$. MDRS keeps the 12 separations with $|\mathbf d|^2=\frac13,\frac43,\frac73$; the other four classes are filled by the next shells, six vectors at $\frac{13}3$ (5.204 Å, weight $\frac12$) and three at $\frac{16}3$ (5.774 Å, weight $\frac13$). Ten of the 13 WS vectors have $|\mathbf d|^2<4$, and $\pm(2,-2)$ both have $\frac{13}3$, so five classes differ:

| class | MDRS members | WS phase − MDRS phase |
|---|---|---|
| $(1,1)$ | $(1,1),(-3,1),(1,-3)$ | $1-\frac13(1+\omega+\omega^{-1})=1$ |
| $(2,-1)$ | $(2,-1),(-2,-1)$ | $\frac12(1-\omega)$ |
| $(-1,2)$ | $(-1,2),(-1,-2)$ | $\frac12(1-\omega^{-1})$ |
| $\pm(2,0)$ | $(-2,0)$ | $\frac12(\omega^{-2}-\omega^2)$ |
| $\pm(0,2)$ | $(0,-2)$ | $\frac12(\omega^2-\omega^{-2})$ |

The mirror $n_1\leftrightarrow n_2$ fixes $\boldsymbol\tau$ and the supercell, so $\tilde H_{AB}$ is equal in rows two and three and in rows four and five. The last two cancel, and rows two and three add to $1-\mathrm{Re}\,\omega=\frac32$. With the aliased values from direct replica sums,
$$H^{\rm WS}_{AB}(\mathbf K)=\tilde h(1,1)+\tfrac32\tilde h(2,-1)=-0.09357-1.5\times0.11773\ \text{eV},$$
and the splitting, twice the modulus, is 0.540 eV $=0.0199$ hartree.

This is not a gap. On the line $\mathbf k=x(\mathbf b_2-\mathbf b_1)$ the mirror conjugates the phase $e^{2\pi ix(n_2-n_1)}$ and preserves weights and data, so $H^I_{AB}$ is real and a crossing needs one condition on one variable. Brent root finding between $x=\frac14$ and $\frac12$ places it at $x=0.354$, which is 0.103 Å$^{-1}$ from $\mathbf K$. WS moves the crossing off the symmetry point.

The direction of the move depends on the origin. Shift both centres by $0.8\,\mathbf a_1+0.1\,\mathbf a_2$ and wrap them into the cell: B crosses the face along $\mathbf a_1$ and A does not, so the A-B offset becomes $\boldsymbol\tau-\mathbf a_1=S\boldsymbol\tau$. Writing $\mathbf R=S\mathbf R''$ and using the invariance of $W$ and $\tilde h$ under $S$ gives $H'^I_{AB}(S\mathbf k)=\sum W(\mathbf R'')e^{i\mathbf k\cdot\mathbf R''}\tilde h(\mathbf R''+\boldsymbol\tau)=H^I_{AB}(\mathbf k)$. The WS bands are rotated by 120°. Over 60 random k-points the largest change of a WS eigenvalue is 0.30 eV, while MDRS is unchanged to rounding. Maxima over so small a sample are lower bounds: on a $50\times50$ mesh this change reaches 0.41 eV. On the same sample the largest deviations from the exact bands (direct lattice sums) are 0.42 eV for WS and 0.28 eV for MDRS. On so coarse a grid MDRS gains exact symmetry and only a modest amount of accuracy.

Orbital mixing appears with $p_x,p_y$ on each site and the Slater-Koster elements $e^{-|\mathbf d|/\lambda}[t_\sigma u_\mu u_\nu-t_\pi(\delta_{\mu\nu}-u_\mu u_\nu)]$, $\mathbf u=\mathbf d/|\mathbf d|$, on-site $-t_\pi$, with $t_\sigma=10$ eV and $t_\pi=3$ eV. Here $V$ is $S$ on each site. At $\mathbf K$ the eigenvalues of $U$ are $\omega,\omega^{-1}$ on A and $1,\omega$ on B, so the states with $\omega^{-1}$ and $1$ are each an eigenstate. The blocks $H_{AA}=H_{BB}$ are real symmetric, because their elements are even in $\mathbf R$, and commute with $S$, so they are one multiple of the unit matrix and the two states form a doublet. Diagonalisation shows the doublet intact under MDRS; under WS the smallest level spacing at $\mathbf K$ is 0.35 eV. Moving the four functions by $(1,0),(0,-1),(-1,1),(2,0)$ changes WS eigenvalues by up to 3.1 eV on the random sample, and MDRS eigenvalues not at all, by (ii).

**When MDRS loses the degeneracy**

The degeneracy can be lost when the conditions in (iii) are not met, as three examples show. On a $4\times5$ grid $S(4\mathbf a_1)=4\mathbf a_2-4\mathbf a_1$ is not a supercell vector, (a) fails, and MDRS splits the one-orbital honeycomb at $\mathbf K$ by 0.134 eV. As with WS above, this is not a gap: the crossing has moved to a nearby point.

In the chain, replace A and B by $(w_A\pm w_B)/\sqrt2$. If the position operator is diagonal in the site functions, both centres lie at $a/4=0.75$ Å and MDRS reduces to WS. WS weights are the same for all pairs and commute with a constant mixing, so the splitting is again 0.1348 eV. Condition (b) fails: the half translation sends $(w_{A,0}+w_{B,0})/\sqrt2$ to $(w_{B,0}+w_{A,a})/\sqrt2$, which needs functions from two cells. Condition (c) fails with it, because the half translation carries the common centre $a/4$ to $3a/4$, where no function is centred. MDRS is invariant to relabelling, not to a change of gauge that mixes different centres.

Finally, $W$ is discontinuous at a tie. If the centre of B is misplaced by $\delta>0$, the lengths $L/2+\delta$ and $L/2-\delta$ differ by $2\delta$. A tie tolerance below $2\delta$ puts all the weight at $-L/2$, which replaces $e^{ikL/2}$ in (5) by $e^{-ikL/2}$ and returns the full $\Delta_{\rm WS}(0)$ however small $\delta$ is. With $\delta=0.001$ Å the splitting is 0.1348 eV at a tolerance of $10^{-5}$ Å and zero at $10^{-2}$ Å. A tolerance above twice the uncertainty in the centre differences recognises every tie. To admit only the nearest replicas, it must also stay well below the length difference between them and the next ones.

Numbers in the example were calculated in double precision.
